Product inhibition by reversible acid binding in resist deprotection

**1. The error made by a first-order law**

In a chemically amplified resist, exposure creates acid, and during the bake that follows the acid removes protecting groups from the polymer. If the acid is a catalyst of constant strength, the protected fraction decays exponentially. Suppose now that each deprotected group can hold an acid molecule for a while. The reaction then makes its own inhibitor. For the bake worked out below, the exponential law leaves 0.25% of the groups protected after 60 s, while the model with binding leaves 15%. A rate constant fitted to the first seconds therefore fails at the end of the bake, and one fitted to the end fails at the start.

Let P0 be the initial density of protected groups, x the fraction removed, h0 the total acid density, h the free acid density and k the catalytic constant. The assumptions are these:

- the film is uniform and well mixed (Section 10 examines the mixing), at fixed temperature and volume;
- total acid is conserved, and bound acid is inactive;
- each product site binds at most one acid molecule, and binding equilibrates fast compared with deprotection;
- there are no product sites at the start, so x(0) = 0.

This is classical mean-field kinetics. No ħ enters, and the formulas hold in any consistent units.

**2. How much acid remains free**

Let c be the density of bound acid. The product sites have density P0x, of which P0x − c are empty. With association constant Ka, mass action gives

c = Ka h (P0x − c).  (1)

Collecting the terms in c,

c = Ka h P0x/(1 + Ka h).  (2)

Define the dimensionless binding parameter K = Ka P0. Acid conservation, h + c = h0, becomes

h [1 + Kx/(1 + Ka h)] = h0.  (3)

The denominator 1 + Ka h describes the filling of sites. If β = Ka h0 is small, then Ka h ≤ β is small too, few sites are filled, and

h ≈ h0/(1 + Kx).  (4)

A small ratio h0/P0 is not sufficient for the whole reaction. Since β = K h0/P0, strong binding can make β large even then, and (4) then fails early on, from the point where Kx is no longer small until product sites far outnumber the acid. It recovers once P0x ≫ h0, because few sites can then be filled. At the very start, while Kx ≪ 1, (4) holds for any β, because almost no acid is bound.

The error of (4) can be bounded. Write y = Ka h and z = Kx. Multiplying (3) by Ka gives

β = y(1 + y + z)/(1 + y).  (5)

Let R be the true free acid divided by its approximation (4). Then R = h(1 + z)/h0 = y(1 + z)/β, and (5) gives

R = (1 + y)(1 + z)/(1 + y + z) = 1 + yz/(1 + y + z).  (6)

Dividing R − 1 by (5) cancels y:

(R − 1)/β = z(1 + y)/(1 + y + z)².  (7)

For positive numbers A and B, (A + B)² ≥ 4AB. With A = z and B = 1 + y, the right side of (7) is at most 1/4. Hence

1 ≤ R ≤ 1 + β/4.  (8)

Approximation (4) never overestimates the free acid, and the true value exceeds it by at most the fraction β/4 of the approximate value, whatever the conversion.

**3. The conversion law**

Free acid attacks the remaining groups, so dx/dt = k h (1 − x). With (4) and the reduced time τ = k h0 t,

dx/dτ = (1 − x)/(1 + Kx).  (9)

Separate the variables. The numerator can be written 1 + Kx = (1 + K) − K(1 − x), so

dτ = [(1 + K)/(1 − x) − K] dx.  (10)

The integral of 1/(1 − x) from 0 to x is −ln(1 − x). Therefore

−(1 + K) ln(1 − x) − Kx = k h0 t.  (11)

The left side starts at zero and has the positive slope (1 + Kx)/(1 − x), so each time corresponds to one conversion. At K = 0 the exponential law x = 1 − exp(−τ) returns.

It helps to define L = −ln(1 − x) and M = L − x. Then (11) reads

τ = L + KM.  (12)

L is the reduced time without inhibition, and KM is the delay caused by binding.

The bound (8) carries over to times. The true time is the integral of dx/[k h (1 − x)]. At every x the true h lies between its approximation and (1 + β/4) times that value. Thus, if t is the time from (11), the true equilibrium time lies between t/(1 + β/4) and t.

**4. Solving for the conversion**

Let u = 1 − x and a = K/(1 + K). Equation (11) is (1 + K) ln u + K(1 − u) = −τ. Dividing by 1 + K and moving the constant to the right,

ln u − au = −(τ + K)/(1 + K).  (13)

Exponentiate, and call the right side E:

u exp(−au) = E, E = exp[−(τ + K)/(1 + K)].  (14)

Multiplication by −a brings this to the form w exp(w) = −aE, with w = −au. The Lambert function W solves this equation. Because 0 < u ≤ 1 and a < 1, w lies between −1 and 0, which selects the principal branch W0:

x = 1 + W0(−aE)/a.  (15)

For K = 0 the limit a → 0 gives the exponential law.

**5. Early, late and strongly inhibited regimes**

For small x, L = x + x²/2 + … and M = x²/2 + …, so (12) gives τ = x + (1 + K)x²/2 + …. Inverting to second order,

x = τ − (1 + K)τ²/2 + ….  (16)

The initial rate does not contain K, because there is no product yet. Binding first appears in the curvature.

At late times u is small. From (14), u = E exp(au), and the last factor tends to one:

1 − x → exp[−K/(1 + K)] exp[−k h0 t/(1 + K)].  (17)

The decay is again exponential, with its rate constant divided by 1 + K. Its backward extrapolation to t = 0 gives exp[−K/(1 + K)] instead of one, a trace of the faster early stage.

If K is large there is an intermediate regime, 1/K ≪ x ≪ 1. The second-order form above is τ ≈ x + Kx²/2, and the quadratic term dominates, so

x ≈ √(2 k h0 t/K).  (18)

Each new portion of product slows the next, and conversion grows as the square root of time. For this to hold over the whole range 1/K ≪ x ≪ 1, β = K h0/P0 must not be large compared with one, which limits h0/P0 to about 1/K.

**6. Measures of inhibition**

The time needed to reach a given x, divided by the time without binding at the same k h0, is

F = (L + KM)/L = 1 + K[1 + x/ln(1 − x)].  (19)

Since L/x = 1 + x/2 + x²/3 + … increases with x, F rises steadily from 1 towards 1 + K. For small x it is about 1 + Kx/2.

A second measure is the apparent reaction order m, the slope of the logarithm of the rate against ln(1 − x). From (9), the logarithm of the rate is ln(1 − x) − ln(1 + Kx) plus a constant. Because dx = −(1 − x) d ln(1 − x),

m = 1 + K(1 − x)/(1 + Kx).  (20)

It falls from 1 + K to 1. In this model a high apparent order does not mean that several protected groups react together. It records the loss of free acid as groups are consumed.

**7. A worked bake**

Take P0 = 3.0 nm⁻³, h0 = 0.05 nm⁻³, k = 2.0 nm³/s and K = 4, with a bake of 60 s at 383 K. Then

k h0 = 2.0 × 0.05 = 0.100 s⁻¹, τ = 6.00,
Ka = 4/3.0 = 1.33 nm³, β = 1.33 × 0.05 = 0.067.

The exponent in (14) is −(6 + 4)/5 = −2, and a = 0.8. Equation (15) gives x = 0.847. As a check by hand, u = 0.153 satisfies u = exp(−2 + 0.8u). The conversions at fixed k h0 are:

- 10 s: 0.410 with binding, 0.632 without;
- 30 s: 0.682 and 0.950;
- 60 s: 0.847 and 0.9975;
- 90 s: 0.921 and 0.9999.

At 60 s the free fraction of the acid is 1/(1 + 4 × 0.847) = 0.228. More than three quarters of the acid is held by product.

For x = 0.5, L = 0.69315 and M = 0.19315, so τ = 0.69315 + 4 × 0.19315 = 1.466, or 14.7 s instead of 6.9 s. For x = 0.9, L = 2.303 and M = 1.403, which gives 79.1 s instead of 23.0 s. The inhibition factors are 2.11 and 3.44. The second is still below its limit of 5, because F is the average of the slowing factor 1 + Kx over L. This factor is smaller at lower conversions and reaches only 4.6 at x = 0.9. The apparent order is 3.57 at x = 0.1, 1.67 at x = 0.5 and 1.09 at x = 0.9. The late rate constant is 0.100/5 = 0.020 s⁻¹.

The bound of Section 3 places the true equilibrium time to 90% between 79.1/1.0167 = 77.8 s and 79.1 s. Numerical integration with the free acid from (1) gives 78.1 s.

**8. Finding K, and telling binding from acid loss**

Let Q be the ratio of the times to 90% and 50% conversion. From (12), k h0 cancels:

Q = (L₉₀ + K M₉₀)/(L₅₀ + K M₅₀).  (21)

Multiplying out and collecting K,

K = (Q L₅₀ − L₉₀)/(M₉₀ − Q M₅₀).  (22)

Without binding Q = 3.32; in the example Q = 5.40.

One such ratio does not identify the mechanism. Suppose there is no binding, but acid disappears at first-order rate γ. The free acid is then h0 exp(−γt), and integration of the rate law gives L = k h0[1 − exp(−γt)]/γ. Solving for time,

t = −ln[1 − γL/(k h0)]/γ.  (23)

With k h0 = 0.100 s⁻¹, a root search finds that γ = 0.0325 s⁻¹ also produces Q = 5.40. Now double the acid dose at fixed γ. Equation (23) gives Q = 3.92, whereas law (11) keeps Q unchanged and halves both times, since h0 and t enter through their product. A dose series therefore separates these two mechanisms, as long as β stays small, binding is fast and the film is well mixed. With the finite binding speed of (24) below, doubling the dose moves Q only from 5.45 to 5.50.

The use of (22) has a weakness: its numerator and denominator are both differences of larger numbers, in the example 5.40 × 0.693 − 2.303 = 1.44 and 1.403 − 5.40 × 0.193 = 0.36. Small timing errors are therefore amplified: an error of 1% in Q changes K by about 5.5%. To see this, replace equilibrium by explicit binding and release:

dx/dt = k(h0 − c)(1 − x),
dc/dt = kon(h0 − c)(P0x − c) − koff c.  (24)

Assume diffusion-limited binding with D = 1 nm²/s and capture radius 0.5 nm. Then kon = 4π × 1 × 0.5 = 6.28 nm³/s and koff = kon/Ka = 4.71 s⁻¹. This formula is meant for sparse sites, whereas here the capture spheres come to overlap, so kon is only a rough scale. Numerical solution of (24), which still assumes good mixing, gives x = 0.850 after 60 s, close to 0.847. Yet (22), applied to its times, returns K = 4.22 instead of 4, an error of 5%.

Part of this bias follows from site filling. To first order in β, (7) gives R − 1 = βKx/(1 + Kx)². The reduced time is thereby shortened by the integral of βKx/[(1 − x)(1 + Kx)]. Using

x/[(1 − x)(1 + Kx)] = [1/(1 − x) − 1/(1 + Kx)]/(1 + K),

the shortening is

δτ = [βK/(1 + K)] [L − ln(1 + Kx)/K].  (25)

This amounts to 0.22 s at 50% and 1.02 s at 90%, or 1.5% and 1.3% of the respective times. The earlier time shrinks by the larger fraction, so Q and the inferred K rise. Site filling alone, with binding at equilibrium, gives K = 4.05. Most of the bias therefore comes from the other departure from (11) contained in (24), the finite speed of binding, and its size depends on the rough value of kon: a threefold larger kon, at the same Ka, gives K = 4.10.

**9. Sites present at the start, shrinkage and temperature**

Many resists contain free hydroxyl groups before the bake. Let there be n such sites per initially protected group, with the same affinity. The free acid is then h0/(1 + Kn + Kx). Dividing numerator and denominator by 1 + Kn restores the form of (4), so (11) holds with

τ → τ/(1 + Kn), K → K/(1 + Kn).  (26)

For n = 1, at fixed P0, Ka and h0, these become 6/5 = 1.2 and 4/5 = 0.8, and the conversion falls from 0.847 to 0.608. Keeping P0 fixed isolates the effect of the added sites, but a real film has no room for so many groups. At ordinary polymer densities a 1:1 copolymer has P0 near 2 nm⁻³, and with the same Ka and h0 the conversion is then about 0.71. The native sites slow the reaction from its first moment but make its later slowing less pronounced. A small fitted K can therefore accompany strong binding.

Volatile products leave the film, which may shrink. Let its volume be proportional to 1 − sx. Total acid and product densities both gain the factor 1/(1 − sx), and for small site filling

h = [h0/(1 − sx)]/[1 + Kx/(1 − sx)] = h0/[1 + (K − s)x].  (27)

Thus (11) survives with K replaced by K − s. Concentration of the acid and concentration of its binding sites partly cancel. For s = 0.3 the effective parameter is 3.7 and x = 0.858. A fully tert-butoxycarbonyl-protected styrene polymer loses about 45% of its mass on complete deprotection, so its shrinkage may be larger; s = 0.45 gives x = 0.864.

Temperature changes both constants. Let k vary as exp(−Ea/kBT) and K as exp(B/kBT), where −B is the binding enthalpy. At fixed x, t = (L + KM)/(k h0). Differentiating ln t with respect to 1/(kBT) gives the apparent activation energy

Eapp = Ea + B KM/(L + KM).  (28)

Heating speeds the catalytic step and also releases acid. With Ea = 1.0 eV and B = 0.3 eV, the half-conversion time has Eapp = 1.0 + 0.3 × 0.773/1.466 = 1.16 eV. A hotplate 1 K too hot raises the final conversion to 0.866.

**10. Comparison with a real resist film**

The example has the rough regime of a fully tert-butoxycarbonyl-protected styrene resist. This chemistry matters here because the initial polymer has no free hydroxyl sites and the reaction releases volatile products. The density of groups, the bake temperature and the bake time are ordinary rough values. K, k, h0, D and the energies are round assumptions, not measured constants of this polymer. Many practical resists are copolymers with free hydroxyl groups, and these break the assumption of no initial sites. For the 1:1 copolymer of Section 9, such sites lower the conversion to about 0.71. Practical formulations also usually contain added base, which is absent from this model.

Two other chemical assumptions have moderate effects. If all acid, free or bound, is lost at 0.005 s⁻¹, τ is replaced by k h0[1 − exp(−γt)]/γ = 5.18 and x falls to 0.815. If bound acid keeps a fraction α of its activity, the rate (9) gains the factor 1 + αKx. For α = 0.05, numerical integration gives x = 0.871.

The mean-field assumption matters at small scale. A cube of side 10 nm holds on average 0.05 × 1000 = 50 acid molecules. If their number is Poisson distributed and each cube is well mixed and isolated, the relative spread of h0 is 1/√50. The response to h0 follows from (9):

dx/d ln h0 = τ(1 − x)/(1 + Kx) = 6 × 0.153 × 0.228 = 0.209.  (29)

The linear estimate of the spread in x is thus 0.209/√50 = 0.030, and direct summation over the Poisson distribution gives the same rounded value. The mean conversion, 0.844, lies slightly below 0.847 because x is a concave function of acid dose. Real cubes are not isolated. Exchange of acid with the surroundings evens out the initial differences, but the random motion of the acid also keeps creating new ones. The value 0.030 therefore describes isolated cubes only.

Good mixing can also fail at the molecular scale. An acid molecule that has just removed a group sits beside its own product, where it may bind or find the neighbouring groups already removed. For a rough estimate, let acid molecules hop at random on a cubic lattice with one group per site, of spacing ℓ = P0^(−1/3) = 0.69 nm, leaving a protected site at the total rate 6D/ℓ². They remove a protected group on their own site at the rate kP0 = 6 s⁻¹, and they leave product sites 1 + K times more slowly than protected ones. With D = 1 nm²/s, as assumed in Section 8, this simulation gives x ≈ 0.63 after 60 s. With D = 10 nm²/s it gives 0.82, against 0.847 for perfect mixing. The size of the effect depends on the reach of the acid: if the same total rate is shared equally between its own site and the six nearest ones, and an acid on a product site reacts 1 + K times more slowly because it is free for only that fraction of the time, x ≈ 0.77 at D = 1 nm²/s. In both versions, with k as the local rate constant, law (11) needs acid that moves faster than 1 nm²/s in this example.

A pattern also needs diffusion. Let z now be the position across the pattern, A the local total acid density, f = A/(1 + Kx) its free part, and let bound acid be immobile:

∂A/∂t = D ∂²f/∂z², ∂x/∂t = k f(1 − x).  (30)

Start with A = h0[1 + cos(2πz/p)]/2, a pitch p = 100 nm and D = 1 nm²/s. Solving (30) on a periodic grid for the same bake gives x = 0.844 at the peak and 0.145 at the trough. Without diffusion these would be 0.847 and zero. Within these equations, which assume good local mixing, the uniform law is therefore a good estimate at the peak of this pattern and a poor one in its dark region. At the trough itself, where no acid is present at the start, the supply of acid from neighbouring regions, which (11) omits, produces the whole conversion.
